# A smooth upwind precursor profile can hide artificial diffusion

**Q.** I am checking how far a precursor creeps upstream against the purge gas in a tube reactor. The mesh is coarse, 4 cm. Central differencing gave negative concentrations, so I switched to first-order upwind. Now the profile is positive and smooth and rises steadily towards the feed port. It says that 8 cm upstream of the port the concentration is 3.4% of the port value. A curve that well behaved must be physical.

**A.** Let us compare it with the exact solution. What are your conditions?

**Q.** Nitrogen at 1 Torr and 450 K, 100 sccm, tube radius 2 cm. For the precursor's diffusivity I took roughly \(D=150\) cm²/s. The purge enters clean at \(x=0\) and the port is at \(L=40\) cm.

**A.** Taking sccm at 273.15 K and 760 Torr, the volume flow in the tube is
\[
\frac{100}{60}\times\frac{760}{1}\times\frac{450}{273.15}=2087\ \text{cm}^3/\text{s}.
\]
Dividing by \(\pi(2\ \text{cm})^2\) gives the mean speed \(U=166.1\) cm/s.

I assume a trace precursor, uniform speed and temperature, a steady feed, and walls that are saturated and take up nothing. The flux is \(Uc-Dc'\), and in steady state it does not vary along the tube, so
\[
U c' = D c'' .
\]
This is a first-order equation for \(c'\), with solution \(c'\propto e^{Ux/D}\). Integrating once, with \(c(0)=0\) and \(c(L)=1\) in units of the port value,
\[
c(x)=\frac{e^{Ux/D}-1}{e^{UL/D}-1}.
\]
At a distance \(d=8\) cm upstream of the port both exponentials are far above 1, so \(c\simeq e^{-Ud/D}=e^{-8.857}=1.4\times10^{-4}\). Your 0.034 is 238 times too large.

**Q.** I entered the right \(D\). Where does the extra spreading come from?

**A.** From the one-sided difference. With mesh spacing \(h\), expand the right-hand side below and collect terms to confirm that
\[
c_i-c_{i-1}=\tfrac12(c_{i+1}-c_{i-1})-\tfrac12(c_{i+1}-2c_i+c_{i-1}).
\]
Multiply by \(U/h\) and put the result into the upwind equation
\[
U\frac{c_i-c_{i-1}}{h}=D\,\frac{c_{i+1}-2c_i+c_{i-1}}{h^2}.
\]
The last term of the identity carries a minus sign. Moved to the right-hand side, it adds to the diffusion:
\[
U\frac{c_{i+1}-c_{i-1}}{2h}=\Big(D+\frac{Uh}{2}\Big)\frac{c_{i+1}-2c_i+c_{i-1}}{h^2}.
\]
No approximation was made. Upwind differencing with \(D\) is central differencing with \(D+Uh/2\). On your mesh \(Uh/2=332\) cm²/s, more than twice the molecular value. The two are equal at \(h=2D/U=1.8\) cm.

**Q.** Then why does nothing look wrong? Central differencing at least warned me.

**A.** Solve both schemes and compare. Let \(p=Uh/D\), the cell Péclet number, and \(\delta_i=c_i-c_{i-1}\). Multiplying the upwind equation by \(h^2/D\) gives
\[
p\,\delta_i=\delta_{i+1}-\delta_i
\quad\Rightarrow\quad
\delta_{i+1}=(1+p)\,\delta_i .
\]
For central differencing the left-hand side is \(\tfrac p2(\delta_{i+1}+\delta_i)\), so
\[
\Big(1-\frac p2\Big)\delta_{i+1}=\Big(1+\frac p2\Big)\delta_i
\quad\Rightarrow\quad
\delta_{i+1}=\frac{2+p}{2-p}\,\delta_i\qquad(p\neq2).
\]
In both cases the increments form a geometric series of ratio \(r\). Summing it from \(c_0=0\) and scaling to \(c_N=1\) gives
\[
c_i=\frac{r^i-1}{r^N-1},\qquad r_{\rm up}=1+p,\qquad r_{\rm cen}=\frac{2+p}{2-p}.
\]
The upwind ratio exceeds 1 for every \(p>0\), so this profile rises monotonically on any mesh, however coarse. Its smoothness is a property of the scheme and carries no information about accuracy.

The central ratio turns negative for \(p>2\), and successive increments then alternate in sign. But \(p>2\) is also the condition \(Uh/2>D\). The warning you removed appeared exactly where the artificial diffusivity overtakes the molecular one. On your mesh \(p=4.43\), and the lowest central value is \(-0.38\).

**Q.** So I could read my curve as the correct answer for a gas with diffusivity \(150+332=482\) cm²/s?

**A.** It is the correct answer for another gas, but not that one. Define an apparent diffusivity \(D_{\rm a}\) by \(r_{\rm up}=e^{Uh/D_{\rm a}}\), which means
\[
D_{\rm a}=\frac{Uh}{\ln(1+p)} .
\]
Since \(x_i=ih\), we have \(r_{\rm up}^i=e^{Ux_i/D_{\rm a}}\), and the upwind nodes lie on the exact profile with \(D\) replaced by \(D_{\rm a}\). That is why inspection cannot expose the fault: the curve is a genuine solution for the wrong gas. Here \(D_{\rm a}=664/\ln 5.43=393\) cm²/s.

For small \(p\), \(\ln(1+p)=p-p^2/2+p^3/3-\dots\), so
\[
D_{\rm a}=D\Big(1+\frac p2-\frac{p^2}{12}+\dots\Big)=D+\frac{Uh}{2}-\dots
\]
The value \(Uh/2\) is exact as a coefficient in the discrete equation. As the extra diffusivity visible in this profile it is the leading term, valid when the layer thickness \(D/U=0.90\) cm is resolved. A 4 cm cell does not resolve it.

**Q.** Then I will use 0.5 cm cells. The artificial part is 41.5 cm²/s, well below 150.

**A.** The tail is still 6.1 times too high, because the diffusivity sits in the exponent of \(e^{-Ud/D}\). Far from the inlet the upwind value is \((1+p)^{-d/h}\), and \(d/h=Ud/(Dp)\). Dividing by the exact \(e^{-Ud/D}\),
\[
\frac{c_{\rm up}}{c_{\rm exact}}=\exp\!\Big\{\frac{Ud}{D}\Big[1-\frac{\ln(1+p)}{p}\Big]\Big\}
\simeq\exp\!\Big(\frac{U^2 d\,h}{2D^2}\Big)\quad(p\ll1).
\]
For \(h=4\) cm the bracket is 0.618, and \(e^{8.857\times0.618}\simeq 238\). With flow, diffusivity and reading point held fixed:

| \(h\) (cm) | \(p\) | upwind / exact | central reading |
|---|---|---|---|
| 4 | 4.43 | 238 | \(1.4\times10^{-1}\) |
| 2 | 2.21 | 66 | \(6.7\times10^{-6}\) |
| 1 | 1.11 | 18 | \(4.7\times10^{-5}\) |
| 0.5 | 0.55 | 6.1 | \(1.12\times10^{-4}\) |
| 0.25 | 0.28 | 2.8 | \(1.35\times10^{-4}\) |

A small ratio \(Uh/(2D)\) is not enough. That ratio multiplied by \(Ud/D\) must be small, which is stricter the deeper into the tail you look. For a 10% excess, set the small-\(p\) exponent equal to \(\ln1.1\):
\[
h=\frac{2\ln(1.1)\,D^2}{U^2d}=0.019\ \text{cm},
\]
or 2060 cells in the tube. Solving on that mesh gives an excess of 9.8%.

**Q.** Three of those central readings are far off as well.

**A.** Yes. At 4 cm the central reading is worse than the upwind one. Central differencing is no cure on a coarse mesh; its merit there is that the profile visibly fails. At 1 cm it no longer oscillates, yet it still reads three times too low. Below \(p=2\) it improves quickly with refinement, because
\[
\ln\frac{2+p}{2-p}=p+\frac{p^3}{12}+\dots
\]
has no \(p^2\) term. At 0.25 cm it is 6% below the exact value, while upwind is 2.8 times above it.

**Q.** Something still bothers me. I used the same upwind code for precursor consumption downstream of the port, and refining the mesh hardly changed the answer.

**A.** That is consistent. Add a first-order loss, \(Uc'=Dc''-kc\). The loss term is the same in both schemes, so the identity still holds. Trying \(c=e^{mx}\) gives \(Dm^2-Um-k=0\), and the decaying root is
\[
m=\frac{U-\sqrt{U^2+4Dk}}{2D}\simeq-\frac kU+\frac{Dk^2}{U^3}\qquad(4Dk\ll U^2).
\]
Going downstream, the leading term contains no diffusivity at all. Going upstream in the loss-free tube, the rate was \(U/D\), which is set by diffusivity from the start.

Take \(k=5\) s⁻¹ as a round value, \(h=4\) cm, unit concentration at the port and zero at the end of a 200 cm zone. After 40 cm the exact concentration is 0.309 and upwind gives 0.329, an error of 6.3% relative to the exact value. The exact solution with \(D+Uh/2\) in place of \(D\) gives 0.328. This profile varies little across one cell, so here the simple reading of \(Uh/2\) works.

The same scheme on the same mesh is therefore wrong by 6% in one quantity and by a factor of 238 in another. Agreement in the first does not validate the second.

**Q.** My code marches in time. Isn't upwind free of artificial diffusion at Courant number one?

**A.** For explicit, purely advective stepping, yes. With time step \(\Delta t\) and \(C=U\Delta t/h\), each step moves a fraction \(C\) of a cell's content forward by one cell and leaves the rest. The variance of that displacement is \(h^2C(1-C)\). Spreading with diffusivity \(D_{\rm s}\) adds \(2D_{\rm s}\Delta t\) to the variance, and \(\Delta t=Ch/U\), so
\[
D_{\rm s}=\frac{h^2C(1-C)}{2Ch/U}=\frac{Uh}{2}(1-C).
\]
A pulse followed on the 4 cm mesh spreads with 249 cm²/s at \(C=0.25\) and 166 cm²/s at \(C=0.5\), as this predicts. The reduction comes from the time difference. If advection and diffusion enter one update, then in steady state \(c\) no longer changes between steps, the time difference vanishes, and \(\Delta t\) drops out of the equation. The full \(Uh/2\) remains. With \(D\) included, the fully explicit update is also stable only for \(C(1+2/p)\le1\), which is \(C\le0.69\) on your mesh, so \(C=1\) is out of reach. A code that takes separate advection and diffusion sub-steps is different: its steady state keeps \(\Delta t\). An explicit advection step followed by an explicit diffusion step reads 0.029 at \(C=0.25\), 0.022 at \(C=0.5\) and zero at \(C=1\), and none of these is the exact tail.

**Q.** Is there a way to keep the coarse mesh?

**A.** For the loss-free layer there is. Use central differencing with a total diffusivity \(\Gamma\) chosen so that its ratio equals the true one, \(e^p\):
\[
\frac{2\Gamma+Uh}{2\Gamma-Uh}=e^p
\;\Rightarrow\;
2\Gamma(e^p-1)=Uh(e^p+1)
\;\Rightarrow\;
\Gamma=\frac{Uh}{2}\coth\frac p2 .
\]
This is exponential fitting, and its nodal values are exact for constant \(U\) and \(D\) without loss. For large \(p\), \(\Gamma\) tends to \(Uh/2\), so a large added diffusivity is not an error in itself. Upwind errs by using \(D+Uh/2\), which is larger than \(\Gamma\).

The exactness does not survive a loss term. In the downstream case exponential fitting is still 3.8% high. There the error is reduced by refining the mesh or by using central differencing, for which \(p<2\) also rules out oscillations.

**Q.** How close is the "exact" \(1.4\times10^{-4}\) to a real reactor?

**A.** It is exact for the model only. The pressure, temperature and flow are rough values for a flow-type atomic-layer-deposition tube; the 4 cm mesh is deliberately coarse. Some neglected effects are small here: the mean free path is 0.2% of the diameter, the pressure drop is 0.24%, and the flow develops within about one tube diameter. Others matter:

- A parabolic velocity profile with passive walls lets precursor creep back along the slow gas near the wall. Solving for the radial shape of the upstream tail lowers its rate from 1.107 to 1.013 cm⁻¹, which raises the reading, averaged over the cross-section, about twofold.
- A diffusivity 20% larger raises it 4.4 times.
- A wall that absorbs every arriving molecule, estimated with uniform flow and a feed spread evenly over the cross-section, multiplies it by roughly 0.002. Parabolic flow lowers it much further, because the surviving precursor is then in the fast gas near the axis.

The last is a limiting case: fresh surfaces take up precursor until they saturate, but need not capture every arriving molecule. Real doses are also pulsed, and a short pulse may end before the steady tail forms; I have not estimated that effect.

So the model does not fix the true tail to better than a factor of several, even with passive walls. Your 0.034 is still roughly 100 times the value corrected for parabolic flow.

**Q.** What should I have done when the curve came out smooth?

**A.** Computed \(p\), and halved the mesh. Going from 4 to 2 cm lowers your reading from 0.034 to 0.0094, a factor of 3.6, although both curves are equally smooth. Make that comparison on the quantity you intend to use, and on a logarithmic scale if it is a tail. The remaining values are in the numerical output.

## Computed values

```
pressure 1.0 Torr, temperature 450 K
purge flow 100 sccm, tube radius 2.0 cm
volume flow in the tube 2087 cm3/s
mean speed U = 166.1 cm/s
molecular diffusivity D = 150 cm2/s (rough)
inlet-to-port length 40 cm, reading 8 cm upstream of port
layer length D/U = 0.903 cm
spacing where U h/2 = D: 1.807 cm
exponent U d/D = 8.857
exact relative concentration at reading = 1.425e-04
columns: h (cm), p, U h/2 (cm2/s), apparent D (cm2/s),
 upwind reading, upwind/exact, central reading, central minimum
 4.00 4.428 332.1 392.7 3.394e-02 238.24 1.426e-01 -0.378
 2.00 2.214 166.1 284.5 9.370e-03 65.78 6.666e-06 -0.051
 1.00 1.107 83.0 222.8 2.574e-03 18.07 4.653e-05 0.000
 0.50 0.554 41.5 188.5 8.687e-04 6.10 1.124e-04 0.000
 0.25 0.277 20.8 169.9 4.022e-04 2.82 1.345e-04 0.000
upwind spacing for 10% tail error 0.0194 cm, 2060 cells
upwind/exact found on that mesh = 1.0984
downstream: loss 5 1/s, h 4 cm, at 40 cm
 exact 0.3093, upwind 0.3288, with D+U h/2 0.3282
 upwind error 6.30 %, exponential fitting 3.82 %
explicit pulse, Courant 0.25: spreading diffusivity 249.1 cm2/s
explicit pulse, Courant 0.50: spreading diffusivity 166.1 cm2/s
U R/D = 2.214
tail rate: plug 1.1071 1/cm, parabolic 1.0125 1/cm
 radial mesh shift (100 to 200 rings) 3.9e-05 1/cm
parabolic flow multiplies the true tail by 2.13
fully absorbing wall multiplies it by 2.11e-03
D larger by 20% multiplies it by 4.38
mean free path / tube diameter = 0.0021
viscosity 2.4e-05 Pa s (rough), pressure drop 0.24 %
Reynolds number 2.76, entry length about 0.66 cm
error ratio on halving h: 1.995 against D, 3.962 against D+U h/2
```
